# WKB tunnelling at the band edge through a parabolic depletion barrier

## Definitions and conventions

A metal fills \(x<0\) and an n-type semiconductor fills \(x>0\). The semiconductor has a uniform density \(N\) of ionized donors, permittivity \(\epsilon\) (the full permittivity, not the relative one), and effective mass \(m\) along the current. The elementary charge \(e\) is positive.

All energies are measured from the conduction-band edge deep in the semiconductor. The local band edge is \(u(x)\), with \(u=0\) in the bulk and \(u(0)=V\) at the metal. Thus \(V\) is the band bending, expressed as an energy. It differs from the contact barrier \(\Phi_B\), which is measured from the Fermi level. With \(\zeta=E_F-E_c\) in the bulk and no applied voltage,

\[
V=\Phi_B+\zeta .
\]

A forward voltage \(V_a\) reduces the bending to \(\Phi_B+\zeta-eV_a\).

The depletion approximation removes all mobile electrons from \(0<x<W\) and leaves the material neutral beyond \(W\). The result to be derived is the exponential factor of the transmission at \(E=0\),

\[
e^{-V/E_{00}},\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\epsilon}} .
\]

It is not the complete transmission probability, which also has a prefactor. The second derivation supplies that prefactor and shows that it vanishes at the band edge.

## First derivation: the WKB action

**The barrier.** The donors have charge density \(+eN\), so the electrostatic potential obeys \(\phi''=-eN/\epsilon\). An electron has energy \(u=-e\phi\), hence

\[
u''=\frac{e^2N}{\epsilon},\qquad u(W)=u'(W)=0 .
\]

The two boundary conditions express continuity with the flat, field-free bulk. Integrating twice from \(W\) gives

\[
u(x)=\frac{e^2N}{2\epsilon}(W-x)^2 .
\]

Setting \(u(0)=V\) fixes the width:

\[
W=\sqrt{\frac{2\epsilon V}{e^2N}},\qquad
u(x)=V\left(1-\frac{x}{W}\right)^2 .
\]

**The decay rate.** Under the barrier the Schrödinger equation at energy \(E\) is

\[
\frac{d^2\psi}{dx^2}=\kappa^2\psi,\qquad
\kappa^2=\frac{2m(u-E)}{\hbar^2} .
\]

Write \(\psi=e^S\). Then \((S')^2+S''=\kappa^2\). If \(\kappa\) changes little over a decay length, \(S''\) may be dropped and \(S'=\pm\kappa\). This requires \(|\kappa'|\ll\kappa^2\). The amplitude falls by \(\exp(-\int\kappa\,dx)\), and the probability by the square of this factor. The WKB exponent is therefore

\[
\theta(E)=2\int\kappa\,dx ,
\]

taken over the region where \(u>E\).

**The band edge.** At \(E=0\) the square root of the parabola is linear in \(x\):

\[
\theta(0)=\frac{2\sqrt{2mV}}{\hbar}\int_0^W\left(1-\frac{x}{W}\right)dx
=\frac{W\sqrt{2mV}}{\hbar},
\]

because the integral equals \(W/2\). Inserting the width,

\[
\theta(0)=\frac{1}{\hbar}\sqrt{\frac{2\epsilon V}{e^2N}}\sqrt{2mV}
=\frac{2V}{e\hbar}\sqrt{\frac{m\epsilon}{N}}
=\frac{V}{E_{00}} .
\]

The exponent is linear in \(V\) because both the width and the decay rate at the metal grow as \(\sqrt V\). At fixed \(V\) it falls as \(N^{-1/2}\), since heavier doping makes the barrier thinner without changing its height.

**Energies above the edge.** For \(0<E<V\), define \(b=V/E_{00}\), \(\eta=E/E_{00}\) and the scaled distance \(\xi=\sqrt b\,(1-x/W)\). Then \(u=E_{00}\xi^2\). The band-edge result gives \(W\sqrt{2mV}/\hbar=b\), so that \(\kappa\,dx\) becomes \(\sqrt{\xi^2-\eta}\,d\xi\) in magnitude, and

\[
\theta(E)=2\int_{\sqrt\eta}^{\sqrt b}\sqrt{\xi^2-\eta}\,d\xi .
\]

Twice the integrand has the antiderivative \(\xi\sqrt{\xi^2-\eta}-\eta\ln(\xi+\sqrt{\xi^2-\eta})\), as differentiation confirms. The limits give

\[
\theta(E)=\frac{1}{E_{00}}\left[\sqrt{V(V-E)}
-E\,\mathrm{arccosh}\sqrt{\frac VE}\right].
\]

Here \(\mathrm{arccosh}\,z=\ln(z+\sqrt{z^2-1})\). When \(E\to0\) the second term vanishes and \(V/E_{00}\) returns. At \(E=V\) both terms vanish, as they must at the barrier top. Differentiating, the two algebraic terms cancel and

\[
\frac{d\theta}{dE}=-\frac{1}{E_{00}}\mathrm{arccosh}\sqrt{\frac VE} .
\]

This slope diverges logarithmically at the band edge. The reason is visible on differentiating the integral for \(\theta\), whose integrand vanishes at the lower limit: the slope is \(-(1/E_{00})\int_{\sqrt\eta}^{\sqrt b}d\xi/\sqrt{\xi^2-\eta}\), and this integrand is close to \(1/\xi\) for \(\xi\gg\sqrt\eta\).

## Second derivation: solving the wave equation at the edge

**An oscillator in the depletion layer.** Let \(y=W-x\) be the distance from the depletion edge towards the metal. The barrier is half of a harmonic-oscillator potential:

\[
u=\frac12m\omega^2y^2,\qquad
\omega=\sqrt{\frac{e^2N}{m\epsilon}} .
\]

With the length \(\ell=\sqrt{\hbar/(m\omega)}\) and \(\xi=y/\ell\), the Schrödinger equation becomes

\[
\psi''=(\xi^2-\eta)\psi,\qquad
\eta=\frac{2E}{\hbar\omega},
\]

where primes now denote derivatives with respect to \(\xi\). The natural energy is

\[
\frac{\hbar\omega}{2}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\epsilon}}=E_{00} .
\]

Thus \(E_{00}\) is the zero-point energy of the full parabola: the Gaussian \(e^{-\xi^2/2}\) satisfies \(\psi''=(\xi^2-1)\psi\), so its energy is \(\eta=1\). The metal lies at \(\xi_0=W/\ell\), and

\[
\xi_0^2=\frac{2V}{m\omega^2}\frac{m\omega}{\hbar}
=\frac{2V}{\hbar\omega}=\frac{V}{E_{00}}=b .
\]

**Matching the waves.** Take a metal with the same mass and with its band bottom at \(-D\). Its scaled wave number is \(q=\sqrt{(D+E)/E_{00}}\), while that in the bulk semiconductor is \(k=\sqrt\eta\). Send a wave from the metal towards smaller \(\xi\). In the semiconductor let the outgoing wave be \(e^{-ik\xi}\), so that

\[
\psi(0)=1,\qquad \psi'(0)=-ik .
\]

In the metal \(\psi=Ae^{-iq(\xi-\xi_0)}+Be^{iq(\xi-\xi_0)}\). Continuity at \(\xi_0\) gives \(A+B=\psi\) and \(A-B=i\psi'/q\), hence

\[
A=\frac12\left[\psi(\xi_0)+\frac{i}{q}\psi'(\xi_0)\right],\qquad
T=\frac{k}{q|A|^2} .
\]

The factor \(k/q\) is the ratio of velocities. The transmission from the semiconductor into the metal is the same. To see this, let \(t\) be the transmitted amplitude for unit incidence from the metal and \(t'\) that for unit incidence from the semiconductor. The Wronskian of the two solutions is constant. Evaluated on the two sides it gives \(kt=qt'\), so \((k/q)|t|^2=(q/k)|t'|^2\).

**The solution for vanishing energy.** As \(E\to0\), the initial slope vanishes and \(\psi\) tends to the real solution \(g\) of

\[
g''=\xi^2g,\qquad g(0)=1,\quad g'(0)=0 .
\]

Put \(g=\sum_n a_n\xi^{4n}\). The equation requires \(4n(4n-1)a_n=a_{n-1}\). Since \(4n(4n-1)=16n(n-\tfrac14)\),

\[
a_n=\frac{\Gamma(3/4)}{16^n\,n!\,\Gamma(n+3/4)} .
\]

The large-\(\xi\) behaviour follows from an integral form of the same series:

\[
g=\frac{\Gamma(3/4)}{\sqrt\pi\,\Gamma(1/4)}
\int_{-1}^{1}(1-t^2)^{-3/4}e^{t\xi^2/2}\,dt .
\]

To verify it, expand the exponential. Odd powers of \(t\) integrate to zero. For even powers,

\[
\int_{-1}^{1}t^{2n}(1-t^2)^{-3/4}dt
=\frac{\Gamma(n+1/2)\Gamma(1/4)}{\Gamma(n+3/4)},
\]

and \(\Gamma(n+1/2)=\sqrt\pi\,(2n)!/(4^nn!)\). The factor \((2n)!\) cancels that of the exponential series. The remaining \(4^{-n}\), together with \((\xi^2/2)^{2n}=\xi^{4n}/4^n\), reproduces \(a_n\xi^{4n}\).

For large \(z=\xi^2/2\) the integral comes from \(t\) near 1. Set \(t=1-s/z\), so that \(1-t^2\simeq2s/z\):

\[
\int_{-1}^{1}(\cdots)\,dt\simeq
e^z\,2^{-3/4}z^{-1/4}\int_0^\infty s^{-3/4}e^{-s}ds
=e^z\,2^{-3/4}z^{-1/4}\Gamma(1/4) .
\]

Therefore

\[
g\simeq\frac{\Gamma(3/4)}{\sqrt{2\pi\xi}}\,e^{\xi^2/2},\qquad
g'\simeq\xi g .
\]

The second relation holds because differentiation multiplies the integrand by \(t\xi\), with \(t\simeq1\).

**The transmission.** For real \(g\), \(|A|^2=(g^2+g'^2/q^2)/4\). Thus

\[
T\simeq\frac{4kq}{q^2g^2+g'^2}
\simeq\frac{4kq}{(q^2+b)g^2}
=\frac{8\pi}{\Gamma(3/4)^2}\,
\frac{kq\sqrt b}{q^2+b}\,e^{-b} .
\]

Finally, for \(E\ll D\), \(q^2\simeq D/E_{00}\) and \(b=V/E_{00}\) turn this into

\[
T\simeq\frac{8\pi}{\Gamma(3/4)^2}
\sqrt{\frac{E}{E_{00}}}\,
\frac{\sqrt{DV}}{D+V}\,e^{-V/E_{00}},
\qquad E\ll E_{00}\ll V .
\]

One more condition is needed when \(V/E_{00}\) is very large. At finite \(E\), inserting \(\psi\simeq\xi^pe^{\xi^2/2}\) into the wave equation gives \(p=-(1+\eta)/2\) instead of \(-1/2\). The transmission therefore gains a factor \(b^{\eta/2}\), which is close to one only if \((E/E_{00})\ln(V/E_{00})\ll1\).

The exponential is that of the first derivation. For fixed small \(E/E_{00}\) and fixed \(D/V\), \(-\ln T\) divided by \(V/E_{00}\) tends to one as \(V/E_{00}\) grows. At fixed \(V\), however, \(T\) vanishes as \(\sqrt E\), because the velocity in the semiconductor vanishes.

This law was tested by direct integration of the wave equation at \(D/E_{00}=40\) and \(E/E_{00}=10^{-8}\). For \(b=25\), 100 and 400, its deviation, relative to the law, was below \(1/b\).

## What each derivation assumes

The first needs a slowly varying decay rate and says nothing about the metal beyond the value of \(V\). At the band edge its condition fails locally. In scaled units \(\kappa=\xi\), so \(|\kappa'|/\kappa^2=1/\xi^2\), which is small for \(\xi\gg1\) alone. The usual connection formula assumes a potential that crosses \(E\) with a finite slope. Here the parabola touches \(E=0\) with zero slope, so that formula cannot give the prefactor. The exponent survives because the region \(\xi<1\) contributes one unit to \(\theta\), however large \(b\) is.

The second makes no slow-variation assumption at the foot. In return it requires a model of the metal, here an abrupt interface, equal masses and a band depth \(D\). Its closed form also requires \(E\ll E_{00}\ll V\) and \((E/E_{00})\ln(V/E_{00})\ll1\). A different interface changes the prefactor but leaves the exponential factor from the depletion layer.

Both take the same parabola, a single parabolic band and motion in one dimension. Their agreement does not test these shared assumptions.

## A silicide contact on silicon

Take rough typical values for a silicide on heavily doped n-type silicon (100): \(N=10^{20}\) cm\(^{-3}\), \(\Phi_B=0.60\) eV, relative permittivity 11.7 and temperature 300 K. The transverse and longitudinal masses are 0.19 and 0.92 free-electron masses. For current normal to the (100) surface, four of the six valleys present the transverse mass, which is used for \(m\).

The bulk Fermi level follows from

\[
N=12\left(\frac{m_dk_BT_0}{2\pi\hbar^2}\right)^{3/2}
\frac{2}{\sqrt\pi}\int_0^\infty
\frac{\sqrt s\,ds}{1+e^{s-\zeta/k_BT_0}},
\]

where \(T_0\) is the temperature, \(m_d=(m_lm_t^2)^{1/3}\), and 12 counts six valleys and two spins. The solution is \(\zeta=0.065\) eV, so \(V=0.600+0.065=0.665\) eV. In SI units the width and characteristic energy are

\[
W=\sqrt{\frac{2(11.7)(8.854\times10^{-12})(0.6652)}
{(1.602\times10^{-19})(10^{26})}}\ \mathrm m
=2.93\ \mathrm{nm},
\]

\[
\frac{E_{00}}{e}=\frac{1.0546\times10^{-34}}{2}
\sqrt{\frac{10^{26}}{(1.731\times10^{-31})(1.036\times10^{-10})}}
\ \mathrm V=0.1245\ \mathrm V .
\]

Hence \(E_{00}=0.1245\) eV, \(V/E_{00}=5.34\), and the exponential factor is \(4.8\times10^{-3}\). Numerical integration of Poisson's equation followed by quadrature of the action also gives 5.34. Using \(\Phi_B\) in place of \(V\) would give 4.82, too small by \(\zeta/E_{00}\).

With \(\Phi_B\) held fixed and \(\zeta\) recomputed, the factor is \(4.3\times10^{-7}\) at \(10^{19}\) cm\(^{-3}\) and \(3.1\times10^{-2}\) at \(3\times10^{20}\) cm\(^{-3}\). The increase of \(E_{00}\) as \(\sqrt N\) outweighs the accompanying rise in \(V\).

The prefactor can be seen by taking \(D=10\) eV, a round model value, and solving the wave equation numerically:

| \(E\) (eV) | Solved \(T\) | Edge law | \(e^{-\theta(E)}\) |
|---|---|---|---|
| 0.00001 | 0.00016 | 0.00017 | 0.0048 |
| 0.001 | 0.0016 | 0.0017 | 0.0050 |
| 0.026 | 0.0092 | 0.0088 | 0.0086 |
| 0.065 | 0.018 | 0.014 | 0.016 |

Between the first two rows \(E\) rises a hundredfold and the solved transmission tenfold, as the square-root law requires. The bare exponential is too large by a factor of 30 in the first row. At 0.026 eV it lies close to the solved value, but the ratio of the two has passed through one between 0.001 and 0.026 eV; this closeness is not evidence that the prefactor can be ignored. In the last row \(E/E_{00}\) is about 0.5, outside the range of the edge law, which is then 21% below the solved value.

## The shared assumptions in a real contact

The first four effects below change the exponent itself, whichever derivation is used; the last paragraph asks whether the field implies breakdown. The exponents below keep the example's \(N\), \(V\) and light mass unless stated, and change one thing at a time from 5.34.

**Electron energy.** At the Fermi level, \(\theta(\zeta)=4.12\). To locate the flow, multiply \(e^{-\theta(E)}\), replaced by one above the barrier, by the supply \(\ln[1+e^{(\zeta-E)/k_BT_0}]\), which results from integrating the Fermi function over transverse energy. In this one-way flow the mean energy \(E\) of motion along the current is 0.060 eV at 300 K, close to \(\zeta\); the transverse energy is not included. The net current at small bias is weighted by the Fermi function instead, which moves the mean up to about 0.07 eV. At 400 K, with \(\zeta\) and \(V\) recomputed, it is 0.079 eV. The share passing over the top of this ideal barrier is about \(1.5\times10^{-9}\) and \(7\times10^{-7}\), respectively. Lowering the top, as the image force does below, raises this share by orders of magnitude. The band edge is therefore not the representative energy of this degenerate contact.

**Barrier shape.** The image potential \(-e^2/(16\pi\epsilon x)\) lowers the barrier top from 0.665 to 0.434 eV and the exponent to 4.51. The top then lies 0.27 nm from the metal, about one bond length, where a continuum image potential is not reliable; holding the potential constant inside 0.1 to 0.2 nm gives an exponent near 4.7 instead. Mobile electrons act in the opposite direction. Multiplying Poisson's equation by \(u'\) and integrating gives

\[
(u')^2=\frac{2e^2}{\epsilon}\int_0^u[N-n(v)]\,dv ,
\]

where \(n(v)\) is the electron density where the band edge has risen by \(v\). Since \(n>0\), the field at each \(u\) is smaller than in the depletion model and the barrier is thicker. With Fermi-Dirac electrons the exponent becomes 6.72.

**Band structure.** A two-band decay law multiplies \(\kappa^2\) by \(1-(u-E)/E_g\). The band-edge exponent is then \(b\,\frac{2}{3r}\left[1-(1-r)^{3/2}\right]\) with \(r=V/E_g\), which is 4.44 for \(E_g=1.12\) eV. This choice overstates the effect in silicon. With the transverse wave vector conserved, the decaying state of a light valley heads for the valence band at that wave vector, about 4 eV below, not for the valence-band top of the indirect gap. With \(E_g=4\) eV the same formula gives 5.1. The two heavy valleys have exponent \(5.34\sqrt{0.92/0.19}=11.8\), so their exponential factor is far smaller.

Taking the Fermi energy, image force and two-band law together gives 3.00 and a factor of \(5.0\times10^{-2}\), about ten times the simple band-edge value. This uses \(E_g=1.12\) eV; with a gap near 4 eV the exponent is about 3.3 and the gain about eight. The combination also omits the mobile electrons, which act against it. At the Fermi energy they add only about 0.3 to the exponent, against 1.4 at the band edge.

**Discrete dopants.** A cube of side \(W\) contains on average 2.5 donors, spaced by roughly 2.2 nm. Uniform doping is a poor local description. Raising \(N\) by one Poisson standard deviation of that number, at fixed \(V\), lowers the exponent to 4.18. Current may therefore favour spots with more donors; this last inference is a conjecture here, since no three-dimensional current was calculated.

**Field and breakdown.** The peak field, \(2V/(eW)=4.5\) MV/cm, is far above the rough breakdown field of lightly doped silicon, a few tenths of a MV/cm. That comparison does not by itself imply breakdown in so thin a layer. At zero bias the bending is 0.455 eV less than the gap. It cannot supply an electron with the gap energy, and the valence edge at the metal remains below the bulk conduction edge. A reverse bias of about 0.46 V uses up this margin, but that is not a breakdown voltage: an electron injected at the metal's Fermi level then arrives only about 0.52 eV above the bulk band edge. The estimate uses the gap of lightly doped silicon; heavy doping narrows the gap and reduces the margin.

For such a contact, \(e^{-V/E_{00}}\) is the exponential factor of the ideal depletion barrier at the band edge. In this example the Fermi energy, image force and two-band law together raise it roughly eight- to tenfold, depending on the gap used, and mobile electrons take back about a quarter of that factor, so it is only a rough guide to the factor in a real contact. A contact resistance needs the distribution of electron energies, the interface prefactor and the corrected barrier as well. The main calculated values are collected in the numerical output.

## Table of computed values

```
Doping N: 1.0e+20 cm^-3
Barrier above Fermi level: 0.60 eV
Relative permittivity: 11.7
Transverse, longitudinal mass: 0.19, 0.92 m_e
Gap: 1.12 eV; temperature: 300 K
Metal band depth D: 10.0 eV
Fermi level above band edge, zeta: 0.0652 eV
Band bending V: 0.6652 eV
Depletion width W: 2.933 nm
E00 from formula: 0.12453 eV
Zero-point energy by diagonalization: 0.12453 eV
Exponent V/E00: 5.3420
Exponent by Poisson and quadrature: 5.3420
Factor exp(-V/E00): 4.786e-03
Exponent if Phi_B is wrongly used for V: 4.8183
Other dopings, same Phi_B:
 N=1e+19 cm^-3: V=0.577 eV, E00=0.0394 eV, V/E00=14.66, factor=4.31e-07
 N=1e+20 cm^-3: V=0.665 eV, E00=0.1245 eV, V/E00=5.34, factor=4.79e-03
 N=3e+20 cm^-3: V=0.750 eV, E00=0.2157 eV, V/E00=3.48, factor=3.09e-02
Prefactor constant 8 pi/Gamma(3/4)^2: 16.737
Transmission: Schrodinger | edge law | exp(-theta)
 E=0.00001 eV: 1.594e-04 | 1.736e-04 | 4.789e-03
 E=0.00100 eV: 1.601e-03 | 1.736e-03 | 4.960e-03
 E=0.02585 eV: 9.218e-03 | 8.827e-03 | 8.581e-03
 E=0.06521 eV: 1.782e-02 | 1.402e-02 | 1.632e-02
Neglected effects, exponent with each one alone:
 At the Fermi level: 4.116
 Image force: 4.511
 Barrier top with image force: 0.434 eV
 Two-band decay: 4.445
 Mobile electrons in depletion edge: 6.718
 Heavy valleys: 11.755
 Fermi level + image + two-band: 3.002
 Factor for that combination: 4.971e-02
Donors in a cube of side W: 2.52
Mean donor spacing N^(-1/3): 2.15 nm
Exponent, local N one Poisson sigma up: 4.185
Peak field 2V/(eW): 4.54 MV/cm
Gap minus band bending: 0.455 eV
300 K: kT=0.0259 eV, zeta=0.0652 eV, mean flow energy=0.0597 eV, over top=1.5e-09
400 K: kT=0.0345 eV, zeta=0.0577 eV, mean flow energy=0.0790 eV, over top=6.6e-07
```
